# Why neutral coagulating grains thin out as time to the minus six-fifths

**Question**

I am modelling silicon dust in a processing plasma, at the stage when nucleation has stopped and the small neutral grains stick together. The exercise says: "For neutral monodisperse grains coagulating in the free-molecular regime at conserved total volume, show that the number density decays asymptotically as $t^{-6/5}$."

I wrote $dN/dt=-\tfrac12\beta N^2$ and integrated, which gives $N\propto 1/t$. Where does the extra one-fifth come from? I am also uneasy about "monodisperse": once two equal grains merge, there is a grain of twice the volume among the single ones, so the population is no longer monodisperse. Is the result still true then? And would I see this exponent in a real discharge?

**Answer**

Your rate equation is right, but you integrated it with $\beta$ held constant. Here $\beta$ depends on grain size, and the grains grow as their number falls.

**The collision rate of equal grains**

Take compact spheres of radius $r$, volume $v$, mass $m=\rho v$ and temperature $T$. Assume that every contact leads to sticking and that the pair merges quickly into a new sphere. "Free-molecular" means that both the mean free path of the gas and the distance over which a grain keeps its velocity are much larger than $r$. Two grains then approach each other in straight lines. Forces between them are left out for now.

They touch when their centres come within $2r$, so the cross-section is $\pi(2r)^2=4\pi r^2$. Each velocity component of a grain is Gaussian with variance $kT/m$. The difference of two independent velocities has variance $2kT/m=kT/\mu$ per component, with $\mu=m/2$. Writing $a=\mu/(2kT)$, the mean relative speed is

$$
\bar g=4\pi\left(\frac{a}{\pi}\right)^{3/2}\int_0^\infty g^3e^{-ag^2}dg
=4\pi\left(\frac{a}{\pi}\right)^{3/2}\frac{1}{2a^2}
=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi\mu}}=4\sqrt{\frac{kT}{\pi m}} .
$$

The rate coefficient is cross-section times speed:

$$
\beta=4\pi r^2\cdot4\sqrt{\frac{kT}{\pi m}}=16\,r^2\sqrt{\frac{\pi kT}{m}} .
$$

There are $N^2/2$ distinct pairs per unit volume squared, and each merger turns two grains into one, a net loss of one. Hence

$$
\frac{dN}{dt}=-\frac12\beta N^2 .
$$

This is a mean-field equation: it assumes that grain positions are uncorrelated. The factor $\tfrac12$ and the value of $\beta$ can be tested together by counting. In twenty periodic boxes, each with a thousand equal spheres that move in straight lines with Gaussian velocities and pass through one another, 31169 encounters occurred, against 31376 predicted.

**Putting the growth into the equation**

Now express $\beta$ through the grain volume. With $r=(3v/4\pi)^{1/3}$ and $m=\rho v$,

$$
\beta=16\left(\frac{3}{4\pi}\right)^{2/3}v^{2/3}\sqrt{\frac{\pi kT}{\rho}}\;v^{-1/2}
=K v^{1/6},\qquad
K=16\left(\frac{3}{4\pi}\right)^{2/3}\sqrt{\frac{\pi kT}{\rho}} .
$$

Larger grains are bigger targets, which gives $v^{2/3}$, but they move more slowly, which gives $v^{-1/2}$. The target area wins by a power of one-sixth.

Let $\phi$ be the grain volume per unit volume of gas. Merging conserves it. The monodisperse closure gives every grain the current mean volume, $v=\phi/N$. Therefore

$$
\beta=K\phi^{1/6}N^{-1/6},\qquad
\frac{dN}{dt}=-\frac{K}{2}\phi^{1/6}N^{11/6}.
$$

To integrate, differentiate $N^{-5/6}$:

$$
\frac{d}{dt}N^{-5/6}=-\frac56N^{-11/6}\frac{dN}{dt}
=\frac{5}{12}K\phi^{1/6}.
$$

The right side is constant, so with $N(0)=N_0$,

$$
N^{-5/6}=N_0^{-5/6}+\frac{5}{12}K\phi^{1/6}t .
$$

Multiply by $N_0^{5/6}$. The initial rate coefficient is $\beta_0=K\phi^{1/6}N_0^{-1/6}$, so $K\phi^{1/6}N_0^{5/6}=\beta_0N_0$, and

$$
N(t)=N_0\left(1+\frac t\tau\right)^{-6/5},\qquad
\tau=\frac{12}{5\beta_0N_0}.
$$

For $t\gg\tau$ the initial term can be dropped:

$$
N(t)\to\left(\frac{5}{12}K\phi^{1/6}t\right)^{-6/5}\propto t^{-6/5}.
$$

This is the required law. It depends on the total grain volume but not on $N_0$. Integrating the rate equation from initial radii of 1.0 and 1.5 nm at the same $\phi$ gives 0.9994 and 0.9983 times this limit at a time of $2000\tau$, where $\tau$ belongs to the 1.0 nm case.

The extra one-fifth can now be traced. The rate equation also reads $d(1/N)/dt=\beta/2$. At late times $v=\phi/N\propto t^{6/5}$, so $\beta\propto v^{1/6}\propto t^{1/5}$. Integrating a rate that grows as $t^{1/5}$ gives $1/N\propto t^{6/5}$. A constant $\beta$ gives your $1/N\propto t$.

At the other end, $t\ll\tau$, the solution becomes $N\simeq N_0(1-\tfrac65t/\tau)=N_0(1-\tfrac12\beta_0N_0t)$. That agrees with your constant-$\beta$ result, because the grains have not yet grown.

**What merging does to "monodisperse"**

Your objection is correct: the closure is an approximation. The full description uses $n(v,t)\,dv$, the number density of grains with volumes between $v$ and $v+dv$. It obeys the Smoluchowski equation

$$
\frac{\partial n(v)}{\partial t}=\frac12\int_0^v\beta(u,v-u)n(u)n(v-u)\,du-n(v)\int_0^\infty\beta(v,u)n(u)\,du .
$$

Integrate over $v$. The gain term becomes half the double integral of $\beta(u,w)n(u)n(w)$, and the loss term the whole of it, so

$$
\frac{dN}{dt}=-\frac12\int_0^\infty\!\!\int_0^\infty\beta(u,w)\,n(u)\,n(w)\,du\,dw .
$$

For unequal spheres the cross-section is $\pi(r_u+r_w)^2$ and $1/\mu=1/m_u+1/m_w$. The same steps as before give

$$
\beta(u,w)=\frac{K}{4\sqrt2}\left(u^{1/3}+w^{1/3}\right)^2\left(\frac1u+\frac1w\right)^{1/2}.
$$

Setting $u=w=v$ gives $4v^{2/3}\cdot\sqrt2\,v^{-1/2}$ after the prefactor, and hence $Kv^{1/6}$ again. If both volumes are multiplied by $s$, the rate is multiplied by $s^{2/3}s^{-1/2}=s^{1/6}$.

Suppose that at late times the distribution keeps its shape when volumes are measured in units of the mean:

$$
n(v,t)=\frac{N^2}{\phi}\,\psi(\eta),\qquad \eta=\frac{vN}{\phi},\qquad
\int\psi\,d\eta=\int\eta\,\psi\,d\eta=1 .
$$

Since $n\,dv=N\psi\,d\eta$, the scaling of the kernel gives

$$
\frac{dN}{dt}=-\frac{C}{2}K\phi^{1/6}N^{11/6},\qquad
C=\frac1K\iint\beta(\eta,\eta')\psi(\eta)\psi(\eta')\,d\eta\,d\eta' ,
$$

where $\beta(\eta,\eta')$ means the formula above with $\eta,\eta'$ in place of $u,w$. The power $11/6$ is unchanged, and with it the exponent $-6/5$. The constant $C$ changes only the prefactor.

The preserved shape was assumed here, so it needs support. I solved the full equation numerically, starting from equal grains and following them for several thousand initial collision times $1/(\beta_0N_0)$. The late exponent was $-1.1998$. The rate factor was $C=1.160$, or 1.161 with volume sections twice as wide. The late density is therefore $1.16^{-6/5}\simeq0.84$ times that of the closure.

**When the grains do not fuse**

The exponent does depend on full merging. Suppose the grains stick but remain loose aggregates whose collision radius grows as $v^{1/D}$, with $D$ the fractal dimension. If the cross-section still goes as the square of that radius, then $\beta\propto v^\lambda$ with $\lambda=2/D-1/2$. Using $v=\phi/N$,

$$
\frac{dN}{dt}\propto-N^{2-\lambda}\quad\Rightarrow\quad
N^{-(1-\lambda)}\propto t\quad\Rightarrow\quad
N\propto t^{-1/(3/2-2/D)} ,
$$

provided $\lambda<1$, that is $D>4/3$. Compact grains have $D=3$, and $1/(3/2-2/3)=6/5$. For $D=1.8$ the exponent is $-2.57$, a much steeper fall, because the target area of an open aggregate grows faster with its mass. This is an estimate for equal aggregates. For $D<2$ the assumed cross-section of a very large aggregate grows faster than its mass, although small grains could in fact pass through its gaps. A preserved shape of the size distribution can then not be taken for granted.

**Numbers for a silane discharge**

Take rough values for silicon grains in an argon-diluted silane discharge: $r_0=1$ nm, $N_0=10^{12}\ \mathrm{cm^{-3}}$, $\rho=2.2\ \mathrm{g/cm^3}$, 400 K, 2 Torr and an electrode gap of 3 cm. The volume fraction is $\phi=4.189\times10^{-9}$, so one grain has $v_0=\phi/N_0=4.189\times10^{-27}\ \mathrm{m^3}$. With $K=1.729\times10^{-11}\ \mathrm{m^{5/2}/s}$,

$$
\beta_0=Kv_0^{1/6}=6.94\times10^{-16}\ \mathrm{m^3/s}=6.94\times10^{-10}\ \mathrm{cm^3/s},
$$

$$
\beta_0N_0=694\ \mathrm{s^{-1}},\qquad
\tau=\frac{12}{5\times694\ \mathrm{s^{-1}}}=3.46\ \mathrm{ms}.
$$

At 100 ms, $1+t/\tau=29.9$. The density is $10^{12}\times29.9^{-6/5}=1.69\times10^{10}\ \mathrm{cm^{-3}}$. Because $r\propto N^{-1/3}$, the radius is $r_0(1+t/\tau)^{2/5}=3.89$ nm.

The local exponent, the slope on a log-log plot, follows from the closed solution:

$$
\frac{d\ln N}{d\ln t}=-\frac65\,\frac{t}{t+\tau}.
$$

| $t$ (ms) | $N$ (cm$^{-3}$) | local exponent |
|---:|---:|---:|
| 3 | $4.7\times10^{11}$ | $-0.56$ |
| 10 | $2.0\times10^{11}$ | $-0.89$ |
| 30 | $6.6\times10^{10}$ | $-1.08$ |
| 100 | $1.7\times10^{10}$ | $-1.16$ |

In the closure the approach is slow. A straight line through the points at 10 and 100 ms has slope $\log_{10}(1.693/19.58)=-1.06$, which could be mistaken for your $1/t$ law. For the local exponent to come within 1% of $-6/5$ one needs $t=99\tau$, about 340 ms. The density converges at a similar pace: at 100 ms the pure power law is 4% above the closed solution, while the local exponent is 3% short of $-6/5$ in magnitude.

The full size distribution gives $1.45\times10^{10}\ \mathrm{cm^{-3}}$ at 100 ms, or 0.86 of the closure value. This is slightly above the late ratio 0.84. Initially equal grains have $C=1$, and $N^{-5/6}$ accumulates the time average of $C$. That average, worked back from the two densities, is 1.14 over the first 100 ms, still below 1.16. The full distribution also reaches the limiting slope sooner than the closure. Its local exponent is $-0.94$ at 10 ms, $-1.13$ at 30 ms and $-1.185$ at 100 ms, and it comes within 1% of $-6/5$ at about 125 ms. The straight line through its points at 10 and 100 ms has slope $-1.11$.

**Attraction changes the prefactor**

Neutral grains attract each other by van der Waals forces. Let $U(R)$ be the potential energy at centre distance $R$, $E$ the relative kinetic energy at large distance and $b$ the impact parameter. Conservation of energy and angular momentum gives

$$
\tfrac12\mu\dot R^2=E\left(1-\frac{b^2}{R^2}\right)-U(R).
$$

The pair reaches contact if the right side stays positive all the way in, so $b^2$ must be below $R^2(1-U/E)$ for every $R>2r$. The capture limit $b_c^2$ is the minimum of that expression. A thermal average weighted by the incoming flux, with $x=E/kT$, gives the enhancement of the rate:

$$
W=\int_0^\infty x\,e^{-x}\,\frac{b_c^2(x)}{4r^2}\,dx .
$$

For equal spheres the unretarded potential is

$$
U=-\frac A6\left[\frac{2r^2}{R^2-4r^2}+\frac{2r^2}{R^2}+\ln\left(1-\frac{4r^2}{R^2}\right)\right],
$$

where $A$ is the Hamaker constant. It depends on distance through $R/r$ alone. Hence $b_c^2/r^2$, and with it $W$, does not depend on grain size. For unequal grains the corresponding factor depends only on the ratio of the radii, because a $1/R^6$ attraction summed over all pairs of volume elements does not change when all lengths are scaled together. The scaling of the kernel is therefore preserved. Within this model, attraction changes the prefactor and leaves the exponent alone.

With a rough $A=1.2$ eV, which is 35 $kT$, the factor for equal grains is $W=2.48$. In the monodisperse closure, replacing $\tau$ by $\tau/W$ gives

$$
N(100\ \mathrm{ms})=10^{12}\,(1+2.48\times28.9)^{-6/5}\ \mathrm{cm^{-3}}=5.8\times10^{9}\ \mathrm{cm^{-3}},
$$

about a third of the force-free value. Within this model, attraction therefore changes the absolute densities in the table considerably but not the limiting exponent $-6/5$.

**Would a real discharge show it?**

Over a limited time at best. Two assumptions are under particular strain: full merging and neutrality. At 400 K, solid silicon grains may not fuse into a compact sphere before the next collision, unless the heat of merging or of surface reactions warms them enough. If they stay loose, the exponent changes as shown above. The limits set by charge can be estimated for compact grains. If positively charged grains are ignored, charge balance does not allow more singly negative grains than positive ions. For a rough ion density $n_i=3\times10^9\ \mathrm{cm^{-3}}$, the charged fraction at 100 ms is at most $n_i/N=0.18$ without attraction. With attraction $N$ is lower and the bound rises to $3.0/5.8\simeq0.5$. The density falls to $n_i$ at 434 ms without attraction, and at $434/2.48\simeq175$ ms with it. These are closure values. They are not far beyond the closure's $99\tau$, which attraction shortens by the same factor, to about 140 ms, and by then the bound on the charged fraction is 0.75 in both cases. The full size distribution without attraction is more favourable: it comes within 1% of $-6/5$ at about 125 ms, when the bound is 0.27, and the bound reaches 0.47 at 200 ms. For these parameters the window in which the slope is close to $-6/5$ and most grains are sure to be neutral spans less than a factor of two in time.

Charge matters because two singly charged grains of 1 nm radius repel each other. Their bare Coulomb energy at contact is 21 $kT$, and still 5.4 $kT$ at the 100 ms radius. Van der Waals attraction makes the actual barrier lower than these values. A charged and a neutral 1 nm grain attract instead. If the grains are treated as conductors, the leading dipole term is 1.3 $kT$ at contact, and higher multipoles make the attraction there stronger still.

Volume conservation is also only approximate. As a first estimate, treat the gap as well mixed, with grains lost at the rate of the slowest diffusion mode. Along the undisturbed growth $r(t)$, diffusion to the electrodes then removes 15% of the grain volume by 100 ms, while film growth at a rough 1 nm/s adds 12%. Taken separately, they lower $N$ at that time by 4% and 1%; in this estimate the wall loss has a small net effect on $N$ because removing grains also slows the later merging. The estimate understates the wall loss. With diffusion and merging resolved across the gap from a uniform start, about a third of the grain volume is lost by 100 ms and the gap-averaged $N$ is about 19% lower, while $N$ at mid-gap is almost unchanged.

Neither correction dies away. Gas drag on a grain is proportional to its area, so its diffusion coefficient falls as $r^{-2}$. Along the undisturbed growth $r=r_0(1+t/\tau)^{2/5}$, the accumulated loss exponent is then proportional to $(1+t/\tau)^{1/5}-1$, which rises slowly but without limit. For a film growing at a fixed rate, the relative volume added is at first proportional to $\int dt/r$, that is, to $(1+t/\tau)^{3/5}-1$. Both estimates hold only while the volume changes are small, since larger ones alter $r(t)$ itself. With walls or film growth present, the $-6/5$ law is an intermediate regime and not the final one.

The free-molecular condition is well satisfied. At 100 ms the gas mean free path is 40 µm and the stopping length of a grain about 30 µm, both thousands of times the grain radius. The mean free path was computed with an argon collision diameter of 0.34 nm.

## Table of computed values

```
temperature: 400 K; pressure: 2.0 Torr
electrode gap: 3.0 cm
grain mass density: 2.20 g/cm3
initial radius: 1.00 nm
initial number density N0: 1.00e+12 cm^-3
grain volume fraction phi: 4.189e-09
initial grain mass: 9.215e-21 g
K: 1.7291e-11 m^(5/2)/s
initial rate coefficient beta0: 6.942e-10 cm^3/s
initial rate beta0*N0: 694.2 1/s
crossover time tau: 3.457 ms
encounters counted / predicted: 31169 / 31376
time (ms), N (cm^-3), mean-volume radius (nm), local exponent:
  0, 1.000e+12, 1.000, 0 (start)
  1, 7.372e+11, 1.107, -0.269
  3, 4.725e+11, 1.284, -0.558
  10, 1.958e+11, 1.722, -0.892
  30, 6.562e+10, 2.479, -1.076
  100, 1.693e+10, 3.894, -1.160
pure power law at 100 ms: 1.764e+10 cm^-3
exponent between 1000 and 2000 tau: -1.1991
late N / power law, radius 1.0 nm start: 0.9994
late N / power law, radius 1.5 nm start: 0.9983
full distribution, late exponent: -1.1998
full distribution, rate factor, fine sections: 1.160
full distribution, rate factor, coarse sections: 1.161
N at 100 ms, full distribution: 1.454e+10 cm^-3
Hamaker constant: 1.20 eV = 34.8 kT
van der Waals rate factor: 2.48
N at 100 ms, with van der Waals: 5.830e+09 cm^-3
grain volume lost to walls by 100 ms: 15.2 %
N at 100 ms, with wall loss: 1.632e+10 cm^-3
film growth rate on grains: 1.0 nm/s
grain volume gained by 100 ms: 12.2 %
N at 100 ms, with film growth: 1.671e+10 cm^-3
ion density: 3.0e+09 cm^-3
bound on charged fraction at 100 ms: 0.177
time when N equals ion density: 434 ms
Coulomb barrier, 1 nm grains: 20.9 kT
Coulomb barrier at 100 ms: 5.4 kT
charged-neutral dipole energy, 1 nm: 1.31 kT
gas mean free path: 40.3 um
gas free path / radius at 100 ms: 1.04e+04
grain stopping length at 100 ms: 29.5 um
stopping length / radius at 100 ms: 7.58e+03
late exponent for aggregates with D = 1.8: -2.571
```
